# The tunnelling energy of a heavily doped silicon Schottky contact

## Problem

A metal touches n-type silicon that has been implanted and annealed. The active donor density is $N=10^{20}\ \mathrm{cm^{-3}}$, the tunnelling mass is $m=0.3$ in units of the free-electron mass $m_0$, and the relative permittivity is $\varepsilon=11.7$.

Treat the donors as a uniform positive charge, and assume that no mobile electrons remain within a distance $w$ of the metal (the depletion approximation). Let $x$ run from the metal into the silicon, and measure energy from the conduction-band bottom in the bulk.

(a) Find the band profile $V(x)$. Show that the leading WKB tunnelling factor at the energy of the bulk band bottom is $\exp(-E_b/E_{00})$, where $E_b$ is the band bending, and find $E_{00}$.

(b) Calculate $E_{00}$ in eV, using $\hbar^2/m_0=0.07620\ \mathrm{eV\,nm^2}$ and $e^2/(4\pi\epsilon_0)=1.43996\ \mathrm{eV\,nm}$.

(c) The barrier measured from the metal's Fermi level is $\phi=0.60$ eV. Find the WKB exponent for electrons at the Fermi level. Silicon has six equivalent valleys, with longitudinal and transverse masses of roughly 0.92 and 0.19.

(d) At 300 K, do the electrons that carry the small-bias current cross near the Fermi level? What replaces $E_{00}$ when the silicon is non-degenerate?

(e) Estimate the main effects left out of the model.

## Solution

### (a) The barrier and its exponent

In atomic units $\hbar$, $m_0$, the elementary charge and $4\pi\epsilon_0$ all equal one. The electrostatic potential $\varphi$ obeys $\varphi''=-4\pi N/\varepsilon$ in the depleted layer. An electron has charge $-1$, so its potential energy is $V=-\varphi$ up to a constant, and

$$V''(x)=\frac{4\pi N}{\varepsilon},\qquad 0<x<w .$$

Beyond $w$ the silicon is neutral and its band is flat. Continuity of the potential and the field gives $V(w)=V'(w)=0$. Integrating twice,

$$V(x)=\frac{2\pi N}{\varepsilon}(w-x)^2,\qquad E_b=V(0)=\frac{2\pi N w^2}{\varepsilon}.$$

The slope at the metal has magnitude $|V'(0)|=4\pi Nw/\varepsilon=2E_b/w$.

Under a barrier, the WKB wave function changes as $\exp(\pm\int\kappa\,dx)$, with $\kappa=\sqrt{2m(V-E)}$. Transmission is proportional to the square of the amplitude, which supplies a factor of two in its exponent:

$$T\sim e^{-S},\qquad S(E)=2\int\sqrt{2m[V(x)-E]}\,dx .$$

The integral covers the region where $V>E$. At $E=0$ that is the whole depleted layer:

$$S(0)=2\sqrt{\frac{4\pi Nm}{\varepsilon}}\int_0^w(w-x)\,dx
=w^2\sqrt{\frac{4\pi Nm}{\varepsilon}} .$$

Now use $w^2=\varepsilon E_b/(2\pi N)$ to remove the width:

$$S(0)=E_b\,\frac{2\varepsilon}{4\pi N}\sqrt{\frac{4\pi Nm}{\varepsilon}}
=2E_b\sqrt{\frac{m\varepsilon}{4\pi N}} .$$

This is $E_b/E_{00}$ with

$$\boxed{E_{00}=\frac12\sqrt{\frac{4\pi N}{m\varepsilon}}}$$

Raising the bending by $E_{00}$ therefore divides this factor by $e$. The exponent is linear in $E_b$ because the barrier's width grows as $\sqrt{E_b}$ and its typical $\kappa$ also grows as $\sqrt{E_b}$.

The statement concerns the exponential factor alone. The complete transmission into a flat band vanishes at $E=0$, since the outgoing electron then has no velocity; that behaviour belongs to the prefactor.

There is a second reading of $E_{00}$. Writing $V=\tfrac12m\omega^2(w-x)^2$ gives $\omega=\sqrt{4\pi N/(m\varepsilon)}=2E_{00}$. Thus $E_{00}$ equals the zero-point energy of an oscillator in the full parabola. The contact contains only half of that parabola, so this is a measure of its curvature and not a bound level of the contact.

### (b) The number

To restore units, multiply $4\pi N/(m\varepsilon)$ by $e^2/(4\pi\epsilon_0)$ and by $\hbar^2/m_0$. The product has units $(\mathrm{eV\,nm})(\mathrm{eV\,nm^2})(\mathrm{nm^{-3}})=\mathrm{eV^2}$, as it should. Since $1\ \mathrm{cm^{-3}}=10^{-21}\ \mathrm{nm^{-3}}$, the density is $0.100\ \mathrm{nm^{-3}}$. Hence

$$E_{00}=\frac12\sqrt{\frac{4\pi(1.43996)(0.07620)(0.100)}{0.3\times11.7}}\ \mathrm{eV}
=\frac12\sqrt{0.03928}\ \mathrm{eV}.$$

The square root is 0.1982 eV, and half of it is

$$\boxed{E_{00}\approx0.099\ \mathrm{eV}=0.0036\ \text{hartree}.}$$

Diagonalizing the oscillator's Hamiltonian on a grid gives a lowest level of 0.0991 eV, in agreement with the second reading above.

Neither the barrier height nor the temperature enters $E_{00}$. It scales as $\sqrt N$, so a fourfold rise in active density doubles it. The relevant density is that of activated donors, not the implanted dose divided by a depth.

### (c) Electrons at the Fermi level

At this density the Fermi level lies inside the conduction band. One ellipsoidal valley with masses $m_l,m_t,m_t$ holds as many states below a given energy as a spherical valley of mass $(m_lm_t^2)^{1/3}$. Six valleys can be replaced by one sphere of mass $m_d$ if $m_d^{3/2}=6(m_lm_t^2)^{1/2}$:

$$m_d=\left[36(0.92)(0.19)^2\right]^{1/3}=1.061 .$$

Filling that sphere at zero temperature, with two spins, gives $N=(2m_dE_F)^{3/2}/(3\pi^2)$. Therefore

$$E_F=\frac{(3\pi^2N)^{2/3}}{2m_d}
\longrightarrow\frac{0.07620}{2(1.061)}(2.961)^{2/3}\ \mathrm{eV}=0.0740\ \mathrm{eV}.$$

The mass $m_d$ counts states, whereas $m=0.3$ describes motion through the barrier; they need not agree.

At the interface the band edge is $\phi$ above the Fermi level. In the bulk it is $E_F$ below. The total bending is consequently

$$E_b=\phi+E_F=0.6740\ \mathrm{eV}.$$

The width follows from part (a):

$$w=\sqrt{\frac{11.7(0.6740)}{2\pi(1.43996)(0.100)}}\ \mathrm{nm}=2.95\ \mathrm{nm}.$$

The interface field is $2E_b/(ew)=4.57$ MV/cm.

For an energy $E>0$, set $r=E/E_b$ and $u=(w-x)/w$, so that $V=E_bu^2$. Then

$$S(E)=2w\sqrt{2mE_b}\int_{\sqrt r}^{1}\sqrt{u^2-r}\,du .$$

At $r=0$ the integral is $1/2$ and $S=E_b/E_{00}$, which fixes the factor in front as $2E_b/E_{00}$. The integral itself is

$$\int_{\sqrt r}^{1}\sqrt{u^2-r}\,du
=\frac12\left[u\sqrt{u^2-r}-r\ln\left(u+\sqrt{u^2-r}\right)\right]_{\sqrt r}^{1}.$$

The two logarithms combine into $\ln[(1+\sqrt{1-r})/\sqrt r]=\operatorname{arccosh}(1/\sqrt r)$, and so

$$S(E)=\frac{E_b}{E_{00}}\left[\sqrt{1-r}-r\,\operatorname{arccosh}\frac1{\sqrt r}\right].$$

At the Fermi level $r=0.0740/0.6740=0.110$. The square root is 0.943 and the inverse hyperbolic cosine is 1.77, giving

$$S(E_F)=6.80\,[0.943-0.110(1.77)]\approx5.10 .$$

The WKB factor is $e^{-5.10}\approx6.1\times10^{-3}$. The short estimate $\phi/E_{00}=6.05$ is too large by 0.96 relative to this result. It uses the right height, but treats the Fermi level as though it were at the foot of the parabola, where the barrier is widest.

### (d) Where the current crosses

Let $E$ now be the energy of motion normal to the contact, and $E_t$ the transverse energy. Assume that transverse motion is conserved and separates from tunnelling. A small shift of one Fermi level changes the occupation by an amount proportional to $-\partial f/\partial E_t$, where $f$ is the Fermi function. Its integral over all transverse energies is

$$\int_0^\infty\left[-\frac{\partial f(E+E_t)}{\partial E_t}\right]dE_t=f(E).$$

For a fixed barrier, the conductance is thus proportional to $\int T(E)f(E)\,dE$.

To find the peak of this integrand, differentiate $S$. The moving limit contributes nothing because the integrand vanishes there:

$$c(E)\equiv-\frac{dS}{dE}=\frac1{E_{00}}\int_{\sqrt r}^{1}\frac{du}{\sqrt{u^2-r}}
=\frac{\operatorname{arccosh}(1/\sqrt r)}{E_{00}} .$$

Meanwhile $d\ln f/dE=-(1-f)/k_BT$. The two slopes cancel when

$$1-f(E)=k_BT\,c(E).$$

At 300 K, $k_BT=0.02585$ eV and $k_BT\,c(E_F)=0.461$. This is close to $1-f(E_F)=1/2$, so the peak must lie near $E_F$. With $T$ replaced by its exponential factor $e^{-S}$, the computed peak is 0.003 eV below it, well within $k_BT$. The peak is broad on its low side, because $E$ counts only the normal motion: at $E=0$ this approximate integrand is still about a third of its maximum. The true integrand falls to zero there, because of the prefactor noted in part (a). In terms of the total energy $\mathcal E=E+E_t$, the current is weighted by $[-\partial f/\partial\mathcal E]\int_0^{\mathcal E}T\,dE$. The first factor confines it to the neighbourhood of $E_F$, and the second, which grows with energy, pulls it upward. With $T=e^{-S}$ this weight peaks about $1.2\,k_BT$ above $E_F$, its mean lies about $2\,k_BT$ above, about 86% of it lies above $E_F$, and about three quarters lies within $3\,k_BT$. These energies are still far below the barrier top, 0.60 eV above $E_F$. The answer is therefore a qualified yes: the electrons tunnel within a few $k_BT$ of the Fermi level, mostly above it, and with $E_{00}/k_BT\approx3.8$ the contact lies near the border between field emission and thermionic-field emission.

Temperature still matters. With the barrier held fixed and the same exponential approximation for $T$, the integral at 300 K is 1.57 times its zero-temperature value, because electrons above $E_F$ meet a thinner barrier.

**The non-degenerate case.** At lower doping the Fermi level can lie well below the band bottom. Then $f\propto e^{-E/k_BT}$, and the current is controlled by the minimum of $S(E)+E/k_BT$. Its condition is $c(E)=1/k_BT$. With $y=E_{00}/k_BT$, this gives

$$\operatorname{arccosh}\frac1{\sqrt r}=y,\qquad r=\frac1{\cosh^2y}.$$

It is a minimum because $c$ decreases with energy. Substitution gives $\sqrt{1-r}=\tanh y$, and the terms containing $y/\cosh^2y$ cancel:

$$S+\frac{E}{k_BT}
=\frac{E_b}{E_{00}}\left[\tanh y-\frac{y}{\cosh^2y}\right]
+\frac{E_b}{E_{00}}\frac{y}{\cosh^2y}
=\frac{E_b}{E_0},$$

$$E_0=E_{00}\coth\frac{E_{00}}{k_BT}.$$

For $E_{00}\ll k_BT$, $E_0\to k_BT$: electrons are thermally excited almost to the top. For $E_{00}\gg k_BT$, $E_0\to E_{00}$: they tunnel near the bottom.

This formula should not be applied to the present contact. Here $y=3.83$, which would put the optimum at $r\approx4e^{-2y}\approx0.002$, or $E\approx0.001$ eV. That is far below $E_F$, where states are nearly full and the Boltzmann form is invalid.

### (e) What the model omits

The estimates below are made one at a time. Their effects on the exponent need not add exactly. Unless stated otherwise, $E_b$ and $E_F$ keep the values found in part (c), and the reference exponent is 5.10.

**Image force.** An electron at $x$ is attracted by its image, a distance $2x$ away, with force $1/[\varepsilon(2x)^2]$. Integrating from $x$ to infinity gives an added energy $-1/(4\varepsilon x)$, for an ideal metal and the static permittivity. The barrier top falls by 0.23 eV and the exponent at $E_F$ falls to 4.19. The exponential factor rises by a factor of 2.5. Rounding the barrier also changes the prefactor, so this is not the gain in the complete transmission. The continuum image formula is itself uncertain at subnanometre distances.

**Mobile electrons at the depletion edge.** The sharp edge is an approximation. In a local, zero-temperature description the electron density is $N(1-V/E_F)^{3/2}$ for $V<E_F$, and zero above. Multiply Poisson's equation by $V'$ and integrate from the bulk. Since

$$\int_0^{E_F}N\left(1-\frac V{E_F}\right)^{3/2}dV=\frac25NE_F,$$

the slope in the barrier region $V>E_F$ satisfies

$$V'^2=\frac{8\pi N}{\varepsilon}\left(V-\frac25E_F\right).$$

Changing the WKB variable from $x$ to $V$ gives

$$S=\frac1{E_{00}}\int_{E_F}^{E_b}
\sqrt{\frac{V-E_F}{V-2E_F/5}}\,dV=5.37 .$$

The electrons weaken the field, widen the barrier and raise the exponent by 0.28.

**Anisotropic mass.** On a (100) contact, four valleys have the transverse mass 0.19 along the normal and two have the longitudinal mass 0.92. The corresponding $E_{00}$ values are 0.125 and 0.057 eV, with exponents 4.06 and 8.92. The exponential factors differ by $e^{4.87}\approx130$, so in this model the light direction dominates, provided electrons can enter those valleys. They lie at a wave vector of about $0.85(2\pi/a)\approx9.8\ \mathrm{nm^{-1}}$ parallel to the interface, with $a=0.543$ nm. The metal must have states at that parallel momentum, or interface scattering must supply it. The given mass 0.3 is a single effective parameter, not the mass of either group, and using the light mass instead raises $E_{00}$ by about a quarter, from 0.099 to 0.125 eV.

**Band shape in the gap.** At the interface the electron is 0.60 eV below the band edge, past the middle of a gap of about 1.1 eV, where a parabolic band overestimates $\kappa$. Continuing a non-parabolic band into the gap gives $\kappa^2=2m\Delta(1-\alpha\Delta)$ with $\Delta=V-E$. A rough $\alpha=0.5\ \mathrm{eV^{-1}}$ lowers the exponent to 4.66, and a two-band form with $\alpha=1/(1.1\ \mathrm{eV})$ lowers it to 4.26. These are crude extrapolations for an indirect gap; a reliable value needs the complex band structure of silicon.

**Temperature of the Fermi sea.** At 300 K the Fermi energy is 0.065 eV instead of 0.074 eV. With $\phi$ fixed, $E_b$ and $E_F$ both drop by 0.009 eV. From the formula for $S$, the change per unit common shift is $[\sqrt{1-r}-\operatorname{arccosh}(1/\sqrt r)]/E_{00}\approx-8.3\ \mathrm{eV^{-1}}$. The exponent therefore rises by 0.07 to 0.08, a small correction here.

**The prefactor.** WKB's exponential is not the whole transmission. Take a metal band bottom 5.0 eV below the Fermi level and the same mass on both sides. Direct solution of the Schrödinger equation for the depletion barrier then gives 1.48 times $e^{-S}$ at $E_F$. This ratio depends on the assumed metal.

The dependence on bending is more secure. Let $k_M$ be the metal wave number and $\kappa$ the decay constant at the interface. For transmitted flux $J$, WKB gives $|\psi(0)|^2=Je^S m/\kappa$, with $\psi'(0)=-\kappa\psi(0)$. The incident amplitude is $A=[\psi+\psi'/(ik_M)]/2$, so its flux is

$$\frac{k_M|A|^2}{m}=Je^S\,\frac{k_M^2+\kappa^2}{4k_M\kappa},
\qquad
T\approx\frac{4k_M\kappa}{k_M^2+\kappa^2}e^{-S}.$$

When $E_b$ is raised from 1 to 2 eV at fixed electron energy 0.0740 eV, this predicts a fall of 9.62 in $\ln T$. Direct solution gives 9.59. The absolute value is less accurate: at the contact's own bending the formula's prefactor is 1.24, against the 1.48 found directly. The energy scale $E_{00}$ thus survives the test even though the absolute transmission needs a prefactor.

**Individual donors.** The length $N^{-1/3}=2.15$ nm is comparable with $w=2.95$ nm. A cube of side $w$ contains 2.6 donors on average. If they were placed independently at random, the standard deviation would be $\sqrt{2.6}\approx1.6$. A smooth parabola is then an average description, not the potential along each tunnelling path.

**Impact ionization.** The field is high, but the full bending is 0.67 eV, only 0.61 of a rough silicon gap of 1.1 eV. At small bias, electrons tunnelling near the Fermi level gain much less than this, and even one that gained the full bending could not create an electron–hole pair across that gap. A large applied bias or strong gap narrowing would require a new estimate.

### The real contact

The parameters resemble a silicide contact to a heavily doped n-type source or drain. An active density near $10^{20}\ \mathrm{cm^{-3}}$ and a barrier near 0.6 eV are reasonable rough values, though the barrier depends on the silicide and the interface. Real implanted layers need not be uniform or fully activated. If half of a $10^{20}\ \mathrm{cm^{-3}}$ donor population is active, $E_{00}$ falls to 0.070 eV. Keeping $\phi$ fixed and recalculating $E_F$ raises the exponent to 7.57, which reduces the exponential factor by $e^{2.47}\approx12$. Activation at the interface is therefore a strong control on this model's contact conductance.

The value 0.099 eV is sound for the stated density, mass and permittivity. A contact resistance requires more: the image force, valley masses, band shape in the gap, local activation and interface prefactor each change the transmission appreciably. The numerical output below lists the main values used in these estimates.

## Table of computed values

```
Active donor density: 1.0e+20 cm^-3 = 0.100 nm^-3
Tunnelling mass: 0.30 m0
Relative permittivity (rough): 11.7
hbar^2/m0: 0.07620 eV nm^2
e^2/(4 pi eps0): 1.43996 eV nm
Oscillator quantum 2 E00: 0.1982 eV
E00: 0.09910 eV = 0.003642 hartree
Lowest level of full parabola, matrix: 0.09910 eV
Temperature: 300 K
kT: 0.02585 eV
E00/kT: 3.83
Barrier from metal Fermi level (rough): 0.60 eV
Longitudinal band mass (rough): 0.92 m0
Transverse band mass (rough): 0.19 m0
Density-of-states mass, six valleys: 1.061 m0
Fermi energy at 0 K: 0.0740 eV
Fermi energy at 300 K: 0.0652 eV
Band bending: 0.6740 eV
Depletion width: 2.952 nm
Interface field: 4.57 MV/cm
Exponent at band bottom: 6.801
Simple estimate barrier/E00: 6.054
Exponent at Fermi level: 5.096
WKB transmission at Fermi level: 6.122e-03
Exact/WKB transmission ratio: 1.475
Metal band depth for that ratio: 5.0 eV
Log-transmission change, 1 to 2 eV, exact: 9.594
Same change, WKB with step factor: 9.618
kT times exponent slope at Fermi level: 0.461
Emission peak minus Fermi energy: -0.0033 eV
Conductance ratio 300 K / 0 K, fixed barrier: 1.572
Image-force lowering: 0.232 eV
Exponent with image force: 4.188
Transmission factor from image force: 2.48
Exponent with mobile electrons: 5.373
E00 for transverse mass: 0.1245 eV
Exponent for transverse mass: 4.055
E00 for longitudinal mass: 0.0566 eV
Exponent for longitudinal mass: 8.924
E00 at half activation: 0.0701 eV
Exponent at half activation: 7.565
Donor spacing N^(-1/3): 2.154 nm
Mean donors in a cube of depletion width: 2.57
Silicon gap (rough): 1.1 eV
Band bending/gap: 0.613
```
